\section*{Why iterating the Boltzmann equation raises the mobility of polar semiconductors}

\section{What the iteration adds}

\textbf{Q.} I compute the electron mobility of a polar semiconductor twice with the same bands and phonons. One calculation uses relaxation times, the other iterates the Boltzmann equation, and the results differ substantially. I am told that small-angle Fröhlich events return carriers to states that still carry current. Is that the reason?

\textbf{A.} It is partly right, but ``small-angle'' needs correcting and the lifetime of the state reached is missing from it. A model in which each step can be followed has one isotropic parabolic band of mass $m$, few enough electrons for Boltzmann statistics, one dispersionless optical phonon of energy $\omega$ in equilibrium, and weak, unscreened Fröhlich coupling. I use Hartree atomic units.

Let $W_{\mathbf k\mathbf k'}$ be the scattering rate from $\mathbf k$ to $\mathbf k'$, $\beta=1/k_BT$ and $f^0\propto e^{-\beta\varepsilon}$. The force on an electron in a field $\mathbf E$ is $-\mathbf E$, so the steady state obeys
\begin{equation}
-\mathbf E\cdot\nabla_{\mathbf k}f_{\mathbf k}=\sum_{\mathbf k'}\left(W_{\mathbf k'\mathbf k}f_{\mathbf k'}-W_{\mathbf k\mathbf k'}f_{\mathbf k}\right).
\end{equation}
I assume that the distribution without the field's first-order effect is the thermal $f^0$; the last section returns to this assumption. Write $f=f^0(1-\beta\,\mathbf E\cdot\mathbf F)$ and keep first order in $\mathbf E$. Since $\nabla_{\mathbf k}f^0=-\beta\mathbf v f^0$, the left side is $\beta f^0_{\mathbf k}\,\mathbf E\cdot\mathbf v_{\mathbf k}$. Detailed balance, $W_{\mathbf k'\mathbf k}f^0_{\mathbf k'}=W_{\mathbf k\mathbf k'}f^0_{\mathbf k}$, turns the right side into $\beta f^0_{\mathbf k}\,\mathbf E\cdot\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(\mathbf F_{\mathbf k}-\mathbf F_{\mathbf k'})$. This holds for any direction of $\mathbf E$, hence
\begin{equation}
\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(\mathbf F_{\mathbf k}-\mathbf F_{\mathbf k'})=\mathbf v_{\mathbf k}.
\label{bte}
\end{equation}
The drift velocity is $-\beta\langle\mathbf v(\mathbf F\cdot\mathbf E)\rangle=-\mu\mathbf E$, with a thermal average. By isotropy,
\begin{equation}
\mu=\frac{\beta}{3}\langle\mathbf v\cdot\mathbf F\rangle .
\label{mu}
\end{equation}

\textbf{Q.} Where do the two calculations part?

\textbf{A.} At $\mathbf F_{\mathbf k'}$. With $1/\tau_{\mathbf k}=\Gamma_{\mathbf k}=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}$, equation~\eqref{bte} reads
\begin{equation}
\mathbf F_{\mathbf k}=\tau_{\mathbf k}\mathbf v_{\mathbf k}+\sum_{\mathbf k'}\left(\tau_{\mathbf k}W_{\mathbf k\mathbf k'}\right)\mathbf F_{\mathbf k'} .
\label{iter}
\end{equation}
The self-energy relaxation-time approximation (SERTA) keeps the first term. The bracket in the second is the probability that the next state is $\mathbf k'$. Substituting the equation into itself therefore adds the mean displacement in the second flight, then in the third, and so on. $\mathbf F$ is the total mean displacement of a carrier before its initial direction is forgotten; SERTA stops the count at the first collision.

\section{How forward is Fröhlich scattering?}

\textbf{Q.} The coupling diverges as $1/q$. Surely that makes the angles small?

\textbf{A.} The phonon energy keeps $q$ away from zero. Take $|g_q|^2=2\pi\omega C/(Vq^2)$ with $C=1/\varepsilon_\infty-1/\varepsilon_0$ and crystal volume $V$. Let $N$ be the Bose number, and let $N_\pm$ be $N$ for absorption and $N+1$ for emission. The golden rule gives, with $c=\cos\theta$,
\begin{align}
\Gamma_\pm&=2\pi\,V\!\int\!\frac{d^3k'}{(2\pi)^3}\,\frac{2\pi\omega C}{V|\mathbf k'-\mathbf k|^2}\,N_\pm\,\delta(\varepsilon'-\varepsilon\mp\omega)\nonumber\\
&=\omega C N_\pm\,mk'\int_{-1}^{1}\frac{dc}{k^2+k'^2-2kk'c}.
\end{align}
Here the azimuth gave $2\pi$, the energy delta function gave $\int k'^2dk'\,\delta=mk'$, and the constants combine to $4\pi^2\cdot2\pi/(2\pi)^3=1$. The remaining integral is
\begin{equation}
\int_{-1}^{1}\frac{dc}{k^2+k'^2-2kk'c}=\frac{L}{kk'},\qquad L=\ln\frac{k+k'}{|k-k'|}.
\end{equation}
Put $x=\varepsilon/\omega$, so $k=\sqrt{2m\omega x}$, and $\alpha=C\sqrt{m/2\omega}$. Then
\begin{equation}
\Gamma_\pm=\frac{m\omega CN_\pm L}{k}=\alpha\omega N_\pm\frac{L}{\sqrt x}.
\label{rate}
\end{equation}
Emission is closed for $x<1$.

For the angles, set $a=k^2+k'^2$ and $b=2kk'$. Splitting $c/(a-bc)=-1/b+(a/b)/(a-bc)$ and dividing its integral by $\int dc/(a-bc)=2L/b$ gives
\begin{equation}
\langle\cos\theta\rangle=\frac{k^2+k'^2}{2kk'}-\frac1L .
\label{cos}
\end{equation}
This is positive, because $1/(a-bc)$ is larger at $+c$ than at $-c$.

The median follows without integration. Since $q^2=a-bc$, the weight $dc/q^2$ is proportional to $d\ln q^2$. The median $q^2$ is thus the geometric mean of the extremes $(k'-k)^2$ and $(k'+k)^2$, namely $|k'^2-k^2|=2m\omega$. Solving for the angle,
\begin{equation}
\cos\theta_{\rm med}=\frac{k^2+k'^2-|k'^2-k^2|}{2kk'}=\frac{\min(k,k')}{\max(k,k')} .
\end{equation}
For absorption this means $\tan\theta_{\rm med}=1/\sqrt x$. The typical angle is small only when the carrier energy is much larger than the phonon energy. ``Forward-biased'' is the accurate word.

\textbf{Q.} If the angles are broad, how does the current survive?

\textbf{A.} The speed changes too. The mean velocity left along the old direction, as a fraction of the old speed, is
\begin{equation}
r=\frac{k'}{k}\langle\cos\theta\rangle .
\end{equation}
For a slow carrier absorbing a phonon, let $s=k/k'\ll1$. Then $L=2s+\tfrac23s^3+\dots$ and $1/L=\frac1{2s}(1-\tfrac13s^2+\dots)$, so
\begin{equation}
\langle\cos\theta\rangle=\frac s2+\frac1{2s}-\frac1{2s}+\frac s6+\dots=\frac{2s}{3},\qquad r_a\to\frac23 .
\end{equation}
The directions are nearly random, yet two thirds of the velocity remains on average, because the gain in speed compensates. In the reverse emission $\langle\cos\theta\rangle$ is the same but the speed falls, so $r_e\to\tfrac23s^2$.

\section{Solving for the mobility}

\textbf{Q.} Can the full equation be solved without a large momentum grid?

\textbf{A.} In this model, yes. Isotropy allows $\mathbf F=g(x)\mathbf v$. Averaged over final angles, $\mathbf F'$ is $g(x')\,r\,\mathbf v$, and $x'$ can only be $x\pm1$. Equation~\eqref{bte} becomes
\begin{equation}
\Gamma g(x)-\Gamma_a r_a\,g(x+1)-\Gamma_e r_e\,g(x-1)=1 ,
\label{ladder}
\end{equation}
where $a$ and $e$ denote absorption and emission from $x$. This is a separate tridiagonal system for each ladder of energies. With $t=k_BT/\omega$, $v^2=2\omega x/m$ and $\beta=1/(t\omega)$, equation~\eqref{mu} is
\begin{equation}
\mu=\frac{2}{3mt}\langle x\,g(x)\rangle,\qquad \text{thermal weight }\sqrt x\,e^{-x/t}.
\end{equation}
SERTA is $g=\tau$. Both $r_a$ and $r_e$ are positive, so each iteration adds a positive amount to $g$. Within this model SERTA therefore lies below the converged mobility.

\textbf{Q.} Please put in numbers.

\textbf{A.} I take round parameters that stand for no particular material: $m=0.1$, $\omega=0.0015$ hartree, $\varepsilon_\infty=10$, $\varepsilon_0=12$, $T=300$~K. Then $C=1/60$, $\alpha=\sqrt{0.1/0.003}/60=0.096$, $t=0.000950/0.0015=0.633$ and $N=0.260$.

At the mean thermal energy, $x=1.5t=0.95$, only absorption is open. Here $L=1.727$, and equation~\eqref{cos} gives $\langle\cos\theta\rangle=2.90/2.722-1/1.727=0.486$. The median angle is $46^\circ$, which is not small. The speed rises by the factor $1.433$, so $r_a=1.433\times0.486=0.70$.

The mobilities are
\begin{align}
\mu_{\rm SERTA}&=7.44\times10^4\ \text{a.u.}=3170\ \mathrm{cm^2/(V\,s)},\nonumber\\
\mu&=1.253\times10^5\ \text{a.u.}=5330\ \mathrm{cm^2/(V\,s)} .
\end{align}
The full result is 1.68 times the SERTA one. Successive iterations give 1.34, 1.53 and 1.60 times SERTA, and the sixth is within 1\% of the converged value. These are model mobilities: acoustic, impurity and intervalley scattering, screening, nonparabolicity and polaron corrections are left out.

\section{The lifetime of the state reached}

\textbf{Q.} A carrier that keeps 70\% of its velocity should add 70\% in the next flight. You found 34\% from the first iteration.

\textbf{A.} Displacement is velocity times lifetime. At $x=0.95$ the lifetime is 15055~a.u.; after absorption, at $x=1.95$, emission is open and it is 3498~a.u. The next flight therefore adds only $0.697\times3498/15055=0.16$ of the first.

The opposite process helps more per event. A carrier at $x=1.95$ that emits keeps $r_e=0.486/1.433=0.34$ of its velocity, but its new state lives $15055/3498=4.3$ times longer. Its next flight carries it $0.34\times4.3=1.46$ times as far along the old direction as its first did. The state reached is valuable here because it is long-lived, even though two thirds of the velocity has gone.

In the thermal average of the first iteration the two processes contribute equally. The absorption part from energy $x$ is
\begin{align}
&\sqrt x\,e^{-x/t}\,x\,\tau(x)\,\Gamma_a r_a\,\tau(x+1)\nonumber\\
&\quad=\alpha\omega N e^{-x/t}L\sqrt{x(x+1)}\,\langle\cos\theta\rangle\,\tau(x)\tau(x+1),
\end{align}
using $\sqrt x\,\Gamma_a=\alpha\omega NL$ and $x r_a=\sqrt{x(x+1)}\langle\cos\theta\rangle$. The emission part from $x+1$ has the same form with $(N+1)e^{-(x+1)/t}$ in place of $Ne^{-x/t}$. These factors are equal because $(N+1)/N=e^{1/t}$. Half of the 34\% thus comes from carriers that emit and drop into lower states.

\section{Is direction really the cause?}

\textbf{Q.} How do you know that the correction comes from remembered direction and not from the energy changes?

\textbf{A.} Keep every rate and every energy change, but choose the final direction at random. The in-scattering term in equation~\eqref{iter} then averages to zero, and SERTA should become correct. A three-dimensional simulation without a field, following carriers through twelve flights, tests this. It gives 1.004 times SERTA with random directions and 1.676 with the Fröhlich angles, against 1.684 from equation~\eqref{ladder}. The sampling noise is somewhat below 1\%. The second flight alone contributes 0.339 of SERTA in both the simulation and the first iteration.

\textbf{Q.} And how much do truly small angles supply?

\textbf{A.} Keep the full out-scattering rate, but count in-scattering only from events inside a cone about the old direction. The mobility relative to SERTA is then 1.05 for a half-angle of $10^\circ$, 1.32 for $30^\circ$, 1.81 for $60^\circ$, 2.01 for $90^\circ$, and 1.68 with all events. Events within $10^\circ$ alone recover $0.048/0.684=7\%$ of the correction, and those within $30^\circ$ recover $0.318/0.684=46\%$. Moderate angles matter as much as small ones, and backward events subtract. These shares do not add, since each cone defines a new equation in which later flights change too.

\textbf{Q.} Would weighting each event by $1-\cos\theta$ in the relaxation time do the job?

\textbf{A.} That replaces $(k'/k)\,g(x')$ by $g(x)$ in the in-scattering term, which is justified when neither speed nor lifetime changes. Here both change. The shortcut gives 5720~cm$^2$/(V\,s), 7\% above the full solution. In this example it overshoots the correction, so unlike SERTA it is not a lower estimate.

\section{Cold and hot limits}

\textbf{Q.} Does the correction disappear on cooling?

\textbf{A.} It does, but only linearly in $t$, and only if some further weak scattering keeps the carriers thermal. Without it, even a weak steady field spreads them over energies up to that of the phonon, and the result below does not apply. For thermal carriers at $t\ll1$, $x\ll1$. After absorption they emit almost at once, because another absorption is less likely by a factor of order $e^{-1/t}/\sqrt t$, which is still exponentially small. With $\Gamma_e$ and $r_e$ taken at $x+1$, the two coupled equations are
\begin{align}
\Gamma_a g(x)&=1+\Gamma_a r_a\,g(x+1),\\
\Gamma_e g(x+1)&\simeq1+\Gamma_e r_e\,g(x).
\end{align}
Solve the second for $g(x+1)=1/\Gamma_e+r_e g(x)$ and insert it in the first:
\begin{equation}
\Gamma_a(1-r_ar_e)\,g(x)=1+r_a\Gamma_a/\Gamma_e\simeq1 .
\end{equation}
The dropped term is $r_a e^{-1/t}\sqrt{(x+1)/x}$, of order $e^{-1/t}/\sqrt t$ for thermal carriers: the intermediate flight is too short to matter. What survives is the velocity kept by the pair of events. With $r_a=\tfrac23$ and $r_e=\tfrac23x$ to leading order, $g=\tau(1+\tfrac49x)$. Here $\tau=(1+\tfrac16x+\dots)/(2\alpha\omega N)$; its variation with $x$ enters numerator and denominator alike and changes the ratio only at order $t^2$, so
\begin{equation}
\frac{\mu}{\mu_{\rm SERTA}}=1+\frac49\frac{\langle x^2\rangle}{\langle x\rangle}=1+\frac49\cdot\frac{5t}{2}=1+\frac{10}{9}t .
\end{equation}
The numerical slope, extrapolated to $t=0$, is 1.1110, against $10/9=1.1111$. At $t=0.1$ the full ratio is 1.099. In a real crystal this cold, the scattering left out of the model may well control the mobility.

\textbf{Q.} And when the phonon is soft compared with $k_BT$?

\textbf{A.} Then $x\gg1$ for most carriers, and a collision barely changes speed or lifetime. Set $k'\simeq k$ and $g(x\pm1)\simeq g(x)$. Equation~\eqref{cos} gives $1-r\simeq1/L$ with $L\simeq\ln4x$, and equation~\eqref{ladder} reduces to $\Gamma g/L=1$. Since $\Gamma\simeq\alpha\omega(2N+1)L/\sqrt x$,
\begin{equation}
g=L\tau=\frac{\sqrt x}{\alpha\omega(2N+1)} .
\end{equation}
The logarithm measures how many collisions are needed to turn the carrier. The ratio $\mu/\mu_{\rm SERTA}$ then grows logarithmically with $t$. In the full solution it is 1.53, 2.05, 2.74 and 3.75 at $t=0.5$, 1, 2 and 5. At $t=50$, a formal check and no physical temperature for this model, the mobility agrees with the limiting formula to 0.03\%. Only in this limit, $t\gg1$, is the typical angle small, as you first heard; at $t=2$ and the mean thermal energy $x=3$ the median absorption angle is still $30^\circ$. The rarer wide-angle events still do most of the turning, because the momentum lost per event, proportional to $1-\cos\theta$, cancels the $1/q^2$ preference for small angles.

\section{Drift in a finite field, and limits of use}

\textbf{Q.} I measure drift in a field. Does the simulation reproduce that?

\textbf{A.} At $t=2$ it does. The drift divided by the field is 2.74 times SERTA, as in the full solution, and 1.02 times SERTA with random directions; noise and heating allow a few percent.

At the worked temperature the agreement is less good. The drift mobility is 0.94 of the full solution at force $0.03\,\alpha\omega\sqrt{2m\omega}$ and 0.93 at twice that force, with noise near 1\%. The weaker-field value is still far closer to the full solution than to SERTA, which would be 0.59. The model itself gives a reason to expect a difference. With a single phonon energy, collisions change $x$ only by whole numbers, so they never exchange carriers between different ladders and cannot hold the ladders at their thermal populations. A steady field does move carriers between ladders, and however weak it is, the populations it sets up need not be thermal. Equation~\eqref{bte} assumes a thermal $f^0$, which needs some further energy exchange, such as phonon dispersion or acoustic scattering, that the drift simulation lacks. I have not separated this effect from ordinary nonlinearity in the field. The thermal linear-response value therefore rests on the field-free simulation, which starts from a thermal distribution.

\textbf{Q.} When should I distrust this picture for my own material?

\textbf{A.} Free-carrier screening weakens the coupling at small $q$, and with it the forward bias. A strong scatterer that randomises direction makes a Fröhlich event less likely to be the next one, which reduces the memory passed on in equation~\eqref{iter}. Degenerate carriers need Pauli factors, and for $\alpha$ not small the golden rule itself is in doubt. Where backward scattering dominates, the correction changes sign and SERTA is no longer a lower estimate. As long as separate collisions and the Boltzmann equation remain a valid description, the question to ask of a collision is the same: how much velocity remains along the old direction, and how long does the new state live? The numerical output lists the values behind these answers.

\section*{Computed values}
\begin{verbatim}
mass 0.1 m_e; phonon energy 0.0015 hartree
eps_inf 10.0; eps_static 12.0; T 300.0 K
kT 0.000950 hartree; t = kT/omega 0.6334
alpha 0.0962; Bose number 0.2598
absorption at x=0.950: rate, integral 6.6432e-05, formula 6.6425e-05 a.u.
  retained velocity, integral 0.6966, formula 0.6966
emission at x=2.500: rate, integral 2.3732e-04, formula 2.3730e-04 a.u.
  retained velocity, integral 0.4247, formula 0.4246
mean thermal energy x 0.9500; absorption from there:
  mean cosine 0.4862; median angle 45.7 deg
  speed ratio 1.4327; retained velocity 0.6966
  lifetime before 15055 a.u.; after 3498 a.u.
  retained velocity * lifetime ratio 0.1619
mobility SERTA: 74426 a.u. = 3166 cm^2/(V s)
mobility full Boltzmann: 125335 a.u. = 5332 cm^2/(V s)
mobility 1-cos shortcut: 134538 a.u. = 5724 cm^2/(V s)
full/SERTA 1.6840; shortcut/full 1.0734
after 1 iterations: mobility/SERTA 1.3393
after 2 iterations: mobility/SERTA 1.5307
after 3 iterations: mobility/SERTA 1.6050
after 5 iterations: mobility/SERTA 1.6651
after 10 iterations: mobility/SERTA 1.6835
iterations to come within 1 percent: 6
flight 0 share of SERTA: simulated 1.0008, iteration 1.0000
flight 1 share of SERTA: simulated 0.3387, iteration 0.3393
flight 2 share of SERTA: simulated 0.1893, iteration 0.1914
flight 3 share of SERTA: simulated 0.0751, iteration 0.0742
all flights/SERTA: true angles 1.676, random angles 1.004
t=2.0: full/SERTA 2.742; field drift/SERTA true angles 2.743, random 1.018
worked case, reduced field 0.03: drift mobility/full 0.941
worked case, reduced field 0.06: drift mobility/full 0.926
in-scattering within 10 deg: mobility/SERTA 1.0479
in-scattering within 30 deg: mobility/SERTA 1.3177
in-scattering within 60 deg: mobility/SERTA 1.8112
in-scattering within 90 deg: mobility/SERTA 2.0097
in-scattering within 180 deg: mobility/SERTA 1.6840
t=0.05: full/SERTA 1.0523
t=0.1: full/SERTA 1.0988
t=0.2: full/SERTA 1.1822
t=0.5: full/SERTA 1.5300
t=1.0: full/SERTA 2.0452
t=2.0: full/SERTA 2.7417
t=5.0: full/SERTA 3.7512
low-t slope of full/SERTA: 1.1110; 10/9 = 1.1111
t=50: full/SERTA 6.1494; full/elastic limit 0.99975
\end{verbatim}
